# Methyl rotation by linear interpolation of Cartesian coordinates: verification in Python

```python
"""Linear Cartesian interpolation through a 120-degree methyl rotation.

Result under test: with the carbon fixed, tetrahedral angles and kept labels,
    d(lam) = r*sqrt(1 - (8/3)*lam*(1-lam)),   minimum d(1/2) = r/sqrt(3).
r: C-H bond length; lam: path fraction from 0 to 1; d: interpolated C-H distance.
Energy scale: Morse stretch D*(exp(-a*(d-r))-1)^2 for each C-H bond.
Neglected effects are sized by harmonic bending and by H2 pair energies.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, ci

BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]

# Chosen inputs: geometry, and rough typical values for a methyl group
r = 1.09            # angstrom
D = 4.8             # eV
a = 1.8             # 1/angstrom
k_bend = 3.5        # eV/rad^2
V3 = 0.1            # eV, torsion barrier
cc_bond = 1.54      # angstrom, used only in the superposition test

axis = np.ones(3) / np.sqrt(3)
start = r / np.sqrt(3) * np.array([[1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def turn(points, degrees):
    return Rotation.from_rotvec(np.radians(degrees) * axis).apply(points)


def lengths(points):
    return np.linalg.norm(points, axis=1)


def angle(v, w):
    return np.arccos(v @ w / np.linalg.norm(v) / np.linalg.norm(w))


def distance_law(lam, degrees=120.0):
    c = np.cos(np.radians(degrees))
    return r * np.sqrt(1 - 16 / 9 * lam * (1 - lam) * (1 - c))


def morse(d):
    return D * (np.exp(-a * (d - r)) - 1)**2


# Starting geometry is tetrahedral
pairs = [(0, 1), (0, 2), (1, 2)]
tetra = np.arccos(-1 / 3)
assert np.allclose(lengths(start), r)
assert np.allclose([angle(start[i], start[j]) for i, j in pairs], tetra)
assert np.allclose([angle(axis, h) for h in start], tetra)

# Distance law against explicit rotated and interpolated coordinates
for degrees in (35.0, 60.0, 120.0, 180.0):
    final = turn(start, degrees)
    for lam in (0.0, 0.1, 0.37, 0.5, 0.8):
        explicit = lengths((1 - lam) * start + lam * final)
        assert np.allclose(explicit, distance_law(lam, degrees), atol=1e-12)

end = turn(start, 120.0)
grid = np.linspace(0, 1, 101)
scan = np.array([lengths((1 - x) * start + x * end)[0] for x in grid])
assert np.argmin(scan) == 50
midpoint = (start + end) / 2
d_mid = lengths(midpoint)[0]
assert abs(d_mid - r / np.sqrt(3)) < 1e-12
assert abs(d_mid - 0.63) < 0.005

# The end structure is the start with permuted hydrogen labels
separation = np.linalg.norm(end[:, None] - start[None, :], axis=2)
nearest = separation.argmin(axis=1)
assert separation.min(axis=1).max() < 1e-12
assert sorted(nearest) == [0, 1, 2] and all(nearest != np.arange(3))

# Midpoint shape
hch_mid = np.array([angle(midpoint[i], midpoint[j]) for i, j in pairs])
xch_mid = np.array([angle(axis, h) for h in midpoint])
hh_start = np.linalg.norm(start[0] - start[1])
hh_mid = np.linalg.norm(midpoint[0] - midpoint[1])
assert np.allclose(hch_mid, np.pi / 2)
assert np.allclose(np.cos(xch_mid), -1 / np.sqrt(3))
assert abs(hh_mid - r * np.sqrt(2 / 3)) < 1e-12

# Interpolating the angle keeps the bonds
d_arc = lengths(turn(start, 60.0))[0]
for lam in grid:
    assert np.allclose(lengths(turn(start, 120 * lam)), r)

# Two equal methyl rotors: best rigid superposition shares the turn
carbon = -cc_bond / 2 * axis
rotor = np.vstack([carbon, carbon + start])
rotor_end = np.vstack([carbon, carbon + end])
whole_start = np.vstack([rotor, -rotor])
whole_end = np.vstack([rotor_end, -rotor])
fit, _ = Rotation.align_vectors(whole_start, whole_end)
fit_angle = np.degrees(fit.magnitude())
whole_mid = (whole_start + fit.apply(whole_end)) / 2
shared = np.concatenate([lengths(whole_mid[1:4] - whole_mid[0]),
                         lengths(whole_mid[5:8] - whole_mid[4])])
assert abs(fit_angle - 60) < 1e-4
assert np.allclose(shared, r * np.sqrt(7) / 3, atol=1e-7)

# Stretch energy, force and harmonic limit
k_stretch = 2 * D * a**2
step = 1e-4
curvature = (morse(r + step) - 2 * morse(r) + morse(r - step)) / step**2
assert abs(curvature / k_stretch - 1) < 1e-5
growth = np.exp(-a * (d_mid - r))
force = 2 * D * a * growth * (growth - 1)
numeric_force = -(morse(d_mid + step) - morse(d_mid - step)) / (2 * step)
assert abs(force / numeric_force - 1) < 1e-5
stretch_mid = 3 * morse(d_mid)
harmonic_mid = 3 * 0.5 * k_stretch * (d_mid - r)**2
assert np.argmax(3 * morse(scan)) == 50

# Neglected effect 1: bending of the six angles at carbon
bend_mid = 0.5 * k_bend * (np.sum((hch_mid - tetra)**2)
                           + np.sum((xch_mid - tetra)**2))


# Neglected effect 2: H-H repulsion from two-electron levels of H2
def h2_levels(R):
    """Lowest singlet and triplet total energies (hartree), R in angstrom."""
    atoms = [["H", (0, 0, 0)], ["H", (0, 0, R)]]
    mol = gto.M(atom=atoms, basis="cc-pvtz", verbose=0)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eps, C = eigh(core, mol.intor("int1e_ovlp"))
    n = len(eps)
    eri = mol.intor("int2e").reshape(n, n, n, n)
    eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", eri, C, C, C, C, optimize=True)
    one = np.eye(n)
    H = np.kron(np.diag(eps), one) + np.kron(one, np.diag(eps))
    H = H + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    identity = np.eye(n * n)
    swap = identity.reshape(n, n, n * n).transpose(1, 0, 2)
    swap = swap.reshape(n * n, n * n)
    # A large shift removes states of the unwanted exchange symmetry
    levels = []
    for sign in (1, -1):
        shifted = H + 50 * (identity - sign * swap)
        lowest = eigh(shifted, eigvals_only=True, subset_by_index=[0, 0])[0]
        levels.append(lowest + mol.energy_nuc())
    mf = scf.RHF(mol).run()
    check = ci.CISD(mf).run()
    assert abs(check.e_tot - levels[0]) < 1e-5   # iterative convergence
    mol_t = gto.M(atom=atoms, basis="cc-pvtz", spin=2, verbose=0)
    e_uhf = scf.UHF(mol_t).run().e_tot
    assert -1e-7 < e_uhf - levels[1] < 0.02      # variational bound
    return np.array(levels)


atom = gto.M(atom="H 0 0 0", basis="cc-pvtz", spin=1, verbose=0)
e_atom = eigh(atom.intor("int1e_kin") + atom.intor("int1e_nuc"),
              atom.intor("int1e_ovlp"), eigvals_only=True)[0]
levels_start = (h2_levels(hh_start) - 2 * e_atom) * HARTREE
levels_mid = (h2_levels(hh_mid) - 2 * e_atom) * HARTREE
weights = np.array([0.25, 0.75])
pair_start = weights @ levels_start
pair_mid = weights @ levels_mid
repulsion_rise = 3 * (pair_mid - pair_start)
assert stretch_mid > repulsion_rise > V3
assert stretch_mid > bend_mid > V3
assert harmonic_mid > V3

print(f"Input C-H bond length r: {r:.2f} angstrom")
print(f"Input Morse depth D: {D:.1f} eV")
print(f"Input Morse range parameter a: {a:.1f} 1/angstrom")
print(f"Input bending constant: {k_bend:.1f} eV/rad^2")
print(f"Input torsion barrier V3: {V3:.1f} eV")
print(f"Tetrahedral angle: {np.degrees(tetra):.2f} degrees")
print(f"Axial part of a C-H bond: {abs(start[0] @ axis):.4f} angstrom")
radial_start = np.linalg.norm(np.cross(start[0], axis))
radial_mid = np.linalg.norm(np.cross(midpoint[0], axis))
print(f"Radial part at the start: {radial_start:.4f} angstrom")
print(f"Radial part at the midpoint: {radial_mid:.4f} angstrom")
for lam in (0.0, 0.1, 0.25, 0.5):
    d = lengths((1 - lam) * start + lam * end)[0]
    print(f"lambda = {lam:.2f}: C-H distance {d:.4f} angstrom, "
          f"Morse energy of three bonds {3 * morse(d):.2f} eV")
print(f"Midpoint C-H distance: {d_mid:.4f} angstrom = {d_mid / BOHR:.4f} bohr")
print(f"Midpoint C-H distance over r: {d_mid / r:.4f}")
print(f"C-H distance at half angle on the arc: {d_arc:.4f} angstrom")
print(f"H-C-H angle at the midpoint: {np.degrees(hch_mid[0]):.2f} degrees")
print(f"X-C-H angle at the midpoint: {np.degrees(xch_mid[0]):.2f} degrees")
print(f"H-H distance at the start: {hh_start:.4f} angstrom")
print(f"H-H distance at the midpoint: {hh_mid:.4f} angstrom")
print(f"Superposition turn for two equal rotors: {fit_angle:.2f} degrees")
print(f"Midpoint C-H distance after superposition: {shared[0]:.4f} angstrom")
print(f"Harmonic stretch constant: {k_stretch:.1f} eV/angstrom^2")
print(f"Morse energy of one bond at the midpoint: {morse(d_mid):.2f} eV")
print(f"Harmonic energy of three bonds at the midpoint: {harmonic_mid:.1f} eV")
print(f"Morse energy of three bonds over V3: {stretch_mid / V3:.0f}")
print(f"Outward Morse force on each H at the midpoint: {force:.1f} eV/angstrom")
print(f"Bending energy at the midpoint, six angles: {bend_mid:.2f} eV")
print(f"H2 singlet at the start H-H distance: {levels_start[0]:.2f} eV")
print(f"H2 triplet at the start H-H distance: {levels_start[1]:.2f} eV")
print(f"H2 singlet at the midpoint H-H distance: {levels_mid[0]:.2f} eV")
print(f"H2 triplet at the midpoint H-H distance: {levels_mid[1]:.2f} eV")
print(f"Weighted H-H pair energy at the start: {pair_start:.2f} eV")
print(f"Weighted H-H pair energy at the midpoint: {pair_mid:.2f} eV")
print(f"Rise of H-H repulsion, three pairs: {repulsion_rise:.1f} eV")
print("PASS")
```

Output:

```
Input C-H bond length r: 1.09 angstrom
Input Morse depth D: 4.8 eV
Input Morse range parameter a: 1.8 1/angstrom
Input bending constant: 3.5 eV/rad^2
Input torsion barrier V3: 0.1 eV
Tetrahedral angle: 109.47 degrees
Axial part of a C-H bond: 0.3633 angstrom
Radial part at the start: 1.0277 angstrom
Radial part at the midpoint: 0.5138 angstrom
lambda = 0.00: C-H distance 1.0900 angstrom, Morse energy of three bonds 0.00 eV
lambda = 0.10: C-H distance 0.9502 angstrom, Morse energy of three bonds 1.18 eV
lambda = 0.25: C-H distance 0.7707 angstrom, Morse energy of three bonds 8.68 eV
lambda = 0.50: C-H distance 0.6293 angstrom, Morse energy of three bonds 24.02 eV
Midpoint C-H distance: 0.6293 angstrom = 1.1892 bohr
Midpoint C-H distance over r: 0.5774
C-H distance at half angle on the arc: 1.0900 angstrom
H-C-H angle at the midpoint: 90.00 degrees
X-C-H angle at the midpoint: 125.26 degrees
H-H distance at the start: 1.7800 angstrom
H-H distance at the midpoint: 0.8900 angstrom
Superposition turn for two equal rotors: 60.00 degrees
Midpoint C-H distance after superposition: 0.9613 angstrom
Harmonic stretch constant: 31.1 eV/angstrom^2
Morse energy of one bond at the midpoint: 8.01 eV
Harmonic energy of three bonds at the midpoint: 9.9 eV
Morse energy of three bonds over V3: 240
Outward Morse force on each H at the midpoint: 51.1 eV/angstrom
Bending energy at the midpoint, six angles: 1.01 eV
H2 singlet at the start H-H distance: -0.98 eV
H2 triplet at the start H-H distance: 0.47 eV
H2 singlet at the midpoint H-H distance: -4.41 eV
H2 triplet at the midpoint H-H distance: 4.20 eV
Weighted H-H pair energy at the start: 0.11 eV
Weighted H-H pair energy at the midpoint: 2.05 eV
Rise of H-H repulsion, three pairs: 5.8 eV
PASS
```
